# Third-order dissipation of thin viscoelastic films on a quartz resonator, part 2

A quartz resonator weighs a soft film by its frequency shift. The question is how the film's shearing changes the bandwidth and the weighed mass as its thickness $d$ grows.

The plate ($-h_q<z<0$, density $\rho_q$, shear modulus $G_q$, areal mass $m_q=\rho_qh_q$) is lossless. The film ($0<z<d$, density $\rho$, shear modulus $G=G'+iG''$) is homogeneous, bonded without slip, and in vacuum outside. Units are SI unless stated.

The displacement is the real part of $u(z)e^{i\omega t}$, with amplitude $u_0$ at the plate surface and shear stress $\sigma$. With $\omega=\omega'+i\omega''$, decay means $\omega''>0$. The half bandwidth is $\Gamma=\omega''/2\pi$, and $D=2\Gamma/f$ with $f=\omega'/2\pi$. In each material $Z=\sqrt{\rho G}$ and $k=\omega\sqrt{\rho/G}$, with subscripts $q$ (plate) and $f$ (film). The compliance is

$$
\frac1G=\frac{G'-iG''}{G'^2+G''^2}=J'-iJ'',\qquad
J'=\frac{G'}{|G|^2},\quad J''=\frac{G''}{|G|^2}.
\tag{3}
$$

The bare resonance, with $n$ a positive integer and $f_0=\omega_0/2\pi$, is

$$
\omega_0=\frac{n\pi Z_q}{m_q}.
\tag{10}
$$

With $\mu=\rho d/m_q$ and $\delta=(\omega-\omega_0)/\omega_0$, the loaded resonance obeys

$$
\tan(n\pi\delta)=-\frac{Z_f}{Z_q}\tan\left[n\pi\mu(1+\delta)\frac{Z_q}{Z_f}\right].
\tag{13}
$$

The leading loss (the cubic law) is

$$
\omega''=\omega_0\,\frac{\omega_0^2m_q^2J''}{3\rho}\,\frac{\rho^3d^3}{m_q^3}
=\frac{\omega_0^3\rho^2d^3J''}{3m_q}.
\tag{21}
$$

$$
\Gamma=\frac{\omega_0^3\rho^2J''}{6\pi m_q}\,d^3,\qquad
D=\frac{2\omega_0^2\rho^2J''}{3m_q}\,d^3 .
\tag{22}
$$

The rigid-film conversion reads the areal mass $-m_q\operatorname{Re}\delta$. Its relative error, whose second term is viscoelastic, is

$$
e\simeq-\mu+\frac{\omega_0^2\rho d^2J'}{3}.
\tag{24}
$$

With frequency shift $\Delta f$,

$$
\frac{\omega_0^2\rho d^2J'}{3}=\frac{J'}{J''}\,\frac{\Gamma}{|\Delta f|}
=\frac{G'}{G''}\,\frac{\Gamma}{|\Delta f|}.
\tag{25}
$$

The relative correction to the cubic loss, apart from $-4\mu$, is

$$
\frac{(2/15)\,2(\omega_0^2\rho d^2)^2J'J''}{(1/3)\,\omega_0^2\rho d^2J''}
=\frac45\,\omega_0^2\rho d^2J',
\tag{27}
$$

The mean power lost per volume is

$$
\tfrac12\operatorname{Re}\left[i\omega(J'-iJ'')\right]|\sigma|^2=\tfrac12\omega J''|\sigma|^2 .
\tag{29}
$$

Power lost per area, $P$, gives $\omega''=P/(2E)$, with stored energy per area

$$
E=\tfrac12\,\omega^2|u_0|^2\,\frac{m_q}{2}=\frac{m_q\omega^2|u_0|^2}{4}.
\tag{31}
$$

In the film,

$$
u(z)=u_0\left[1+k_f^2\left(dz-\frac{z^2}{2}\right)\right],\qquad k_f^2=\frac{\omega^2\rho}{G}.
\tag{33}
$$

The first spectral-element check used plate density, modulus and thickness 1, film density 0.4, modulus $0.02+0.01i$ and thicknesses 0.004 and 0.008.

### Layered films and a soft interface

If density and compliance vary with depth, the stress at $z$ is set by the areal mass above it,

$$
M(z)=\int_z^d\rho(z')\,dz',\qquad \sigma(z)=\omega^2M(z)u_0 .
\tag{34}
$$

Inserting this into (29), integrating and dividing by $2E$ gives, at leading order,

$$
\omega''=\frac{\omega_0^3}{m_q}\int_0^dJ''(z)\,M(z)^2\,dz .
\tag{35}
$$

For a homogeneous film the integral is $J''\rho^2d^3/3$, and (21) returns. Even then the loss is unevenly distributed: the lower half contributes $\int_0^{d/2}(d-z)^2dz=(7/8)\,d^3/3$, seven eighths of the total.

Equation (35) also shows how the cubic law can fail. Suppose that a thin compliant interlayer of thickness $t$, loss compliance $J_i''$ and negligible mass lies between plate and film. It carries the full mass $\rho d$, so it adds

$$
\omega''_i=\frac{\omega_0^3\,tJ_i''\rho^2d^2}{m_q},\qquad
\frac{\omega''_i}{\omega''_{\text{film}}}=\frac{3tJ_i''}{dJ''}.
\tag{36}
$$

With $t$ held fixed while the film grows, this loss is of second order in $d$. If both materials have the same $J''$, the interlayer loses more than the film when $d<3t$. A numerical solution with a lossless film on a massless lossy interlayer gave the exponent 1.997 for a doubling of the film thickness.

Weighing in the thin limit survives as long as the compliance of the interlayer per area stays fixed. The interlayer adds the displacement $t(J_i'-iJ_i'')\sigma$ with $\sigma=\omega^2\rho d\,u_0$. Its real part raises the apparent mass by the fraction $\omega_0^2\rho d\,tJ_i'$, which still vanishes with $d$, although linearly instead of quadratically. A layer that slides with a fixed slip time $\tau$, so that its friction per area $\rho d/\tau$ grows with coverage, is different. It acts with the mass $\rho d/(1+i\omega\tau)$, so its bandwidth $f_0\mu\,\omega_0\tau$ is of first order in $d$ and its mass error, about $-(\omega_0\tau)^2$, does not vanish with $d$. For $\tau=1$ ns on the plate of the example below, this error is $-0.1$ %, and 1 nm of film gives a bandwidth of 0.18 Hz.

### Losses that were present before the film

A real plate has a bare half bandwidth $\Gamma_0$. Let its modulus have a small loss tangent $\theta$, the ratio of the imaginary to the real part. Since $\omega$ is proportional to $\sqrt{G_q}$, the factor $\sqrt{1+i\theta}\simeq1+i\theta/2$ gives $\Gamma_0=f_0\theta/2$. The added mass lowers $f$ by $\mu f_0$. If $\theta$ depends on frequency, the bandwidth changes by

$$
\Delta\Gamma=\frac{\theta}{2}\Delta f+\frac{f_0}{2}\frac{d\theta}{df}\Delta f
=-\mu\Gamma_0\left(1+\frac{d\ln\theta}{d\ln f}\right).
\tag{37}
$$

For a constant loss tangent this is $-\mu\Gamma_0$. It is of first order in $d$ and negative, so a sufficiently thin film narrows the resonance. In that case $D$ does not change at first order, because bandwidth and frequency fall by the same fraction. The total change in bandwidth is thus cubic if the plate loss is negligible, and this condition is severe for thin films. A numerical plate with $\theta=0.001$ under a lossless film changed its bandwidth by 0.9984 times $-\mu\Gamma_0$.

Gas at the outer face is a second source of loss. Let it exert a drag stress equal to $r$ times the surface velocity. For a bare face the mean power per area is $r\omega^2|u_0|^2/2$. Dividing by $2E$ gives

$$
\omega''_{\text{gas}}=\frac{r}{m_q},\qquad \Gamma_{\text{gas}}=\frac{r}{2\pi m_q}.
\tag{38}
$$

The film changes this damping in two ways. First, by (33) the outer face moves with $u_0(1+k_f^2d^2/2)$, whose squared magnitude is larger than $|u_0|^2$ by the factor $1+\omega_0^2\rho d^2J'$. Second, the stored energy changes. The film adds the fraction $2\mu$ of (31), because all of it moves with full amplitude. In the plate, the integral of the squared cosine is

$$
\frac{h_q}{2}+\frac{\sin[2n\pi(1+\delta)]}{4k_q}\simeq\frac{h_q}{2}(1+\delta)\simeq\frac{h_q}{2}(1-\mu).
\tag{39}
$$

The total energy therefore grows by the factor $1+\mu$, and the film-induced change of gas damping is

$$
\Delta\Gamma_{\text{gas}}\simeq\Gamma_{\text{gas}}\left(-\mu+\omega_0^2\rho d^2J'\right).
\tag{40}
$$

Drag also puts a stress of magnitude $\omega r|u_0|$ on the outer face. It is a quarter period out of phase with the inertial stress, so their squared magnitudes add. By (29), its share of the loss inside the film is proportional to $d$. Relative to the cubic loss it is $3r^2/(\omega_0\rho d)^2$. This is not the net effect on the bandwidth. The drag stress also shears the film so that, through $J''$, the squared amplitude of the outer face falls by the fraction $2\omega_0rdJ''$. The power lost to the gas then falls by twice what the film gains. Together the two leave a negative contribution to the bandwidth that is linear in $d$ and equal in size to the film's share. The cubic law therefore needs an outer face that is nearly free of stress, and it cannot be carried over to a film under a liquid, where the stress on that face need not be small.

### A soft layer on a 5 MHz plate

The plate has $f_0=5.0$ MHz, density 2650 kg/m³ and modulus 29 GPa. Its impedance is $8.766\times10^6$ kg/(m² s), and (10) with $n=1$ gives $m_q=Z_q/(2f_0)=0.8766$ kg/m². The film has $\rho=1000$ kg/m³ and $G=2.0+1.0i$ MPa, rough values in the regime of a siloxane-like rubber at megahertz frequencies. From (3), $J'=2.0/5.0=0.40$ MPa⁻¹ and $J''=1.0/5.0=0.20$ MPa⁻¹.

With $\omega_0=2\pi f_0=3.142\times10^7$ s⁻¹, equation (22) gives

$$
\frac{\Gamma}{d^3}=\frac{(3.142\times10^7)^3(10^3)^2(2.0\times10^{-7})}{6\pi(0.8766)}\ \frac{\text{Hz}}{\text{m}^3}
=3.75\times10^{-7}\ \frac{\text{Hz}}{\text{nm}^3}.
\tag{41}
$$

The viscoelastic mass error in (24) is $1.32\times10^{-7}$ times the square of the thickness in nanometres, and $\mu$ is $1.141\times10^{-6}$ per nanometre. Solving (13) without expansion gives the following values at fixed density and modulus.

| $d$ (nm) | $\Delta f$ (Hz) | $\Gamma$ (Hz) | mass error (ppm) |
|---:|---:|---:|---:|
| 1 | −5.70 | $3.75\times10^{-7}$ | −1.0 |
| 10 | −57.0 | $3.75\times10^{-4}$ | 1.8 |
| 100 | −571 | 0.376 | $1.20\times10^3$ |
| 1000 | −6535 | 522 | $1.46\times10^5$ |

At 1 nm the error is $-1.14+0.13=-1.01$ ppm, mostly the rigid-film term. The two terms of (24) cancel at $d=3/(m_q\omega_0^2J')=8.67$ nm, and above this thickness the film seems too heavy. The viscoelastic term reaches 1 % at 276 nm, where the total error from (13) is 0.98 %.

At 100 nm the bandwidth exceeds the cubic law by 0.3 %, as (27) predicts. At 1000 nm the cubic law gives 375 Hz instead of 522 Hz, so the leading term alone is no longer adequate.

If the smallest readable change in half bandwidth is taken as 0.1 Hz, the film must reach 64 nm before its loss can be seen. There $|\Delta f|\simeq367$ Hz, and (25) gives a viscoelastic mass error of $2\times0.1/367=0.05$ %. For this ratio $G'/G''=2$, and as long as $|k_fd|\ll1$, a film whose loss lies below the threshold at that thickness is weighed well. The missing loss does not show that the film is stiff. For an elastic film of 1 nm, setting the second term of (24) to 1 % gives $G=\omega_0^2\rho d^2/0.03=33$ Pa. If a continuum description still holds, an elastic layer of 1 nm would have to be this soft to be misweighed by 1 % through its own deformation.

### Estimates for a deposition monitor

The areal mass and density used above correspond to a plate 0.33 mm thick. The mass errors in the table refer to the ideal plate. In a real crystal the neglected effects shift the conversion constant $m_q=Z_q/(2f_0)$ by a fraction that does not depend on the film: about 40 ppm for gold electrodes of 100 nm on both faces, and a few tenths of a per cent for the electrical stiffening. The ppm entries and the cancellation at 8.67 nm are therefore meaningful only after such a calibration offset has been removed. The chosen film is rubbery. Glassy organic layers have moduli of the order of 1 GPa, and for a mainly elastic film of that stiffness $J'$ is about 400 times smaller, which reduces the viscoelastic mass error in the same ratio. The same shear modulus has been used at all thicknesses, even for the thinnest layers, and this is an assumption. Constant temperature is another, and the mass reading is sensitive to it. Take a crystal whose relative frequency follows $c(T-298\ \text{K})^3$, with the rough value $c=10^{-10}$ K⁻³ and no linear term. At 373 K its slope is $3c(75\ \text{K})^2f_0=8.4$ Hz/K, which the rigid-film conversion reads as a loss of 1.5 nm of film per kelvin of warming. A drift of 0.1 K thus imitates a thickness change of 0.15 nm, far more than the mass errors of the 1 nm and 10 nm films in the table, which correspond to less than $10^{-4}$ nm.

The loss is more easily masked than the mass. For a crystal with quality factor $10^5$, $\Gamma_0=f_0/(2\times10^5)=25$ Hz. If its loss tangent is constant, a 10 nm film changes this by $-2.9\times10^{-4}$ Hz, against $+3.8\times10^{-4}$ Hz from the loss in the film. The two are equal in size at 8.7 nm, and below that thickness the resonance becomes narrower. An interlayer 0.3 nm thick with the film's compliance and negligible mass would add $3.4\times10^{-7}$ Hz under a 1 nm film, almost as much as the film itself.

For gas, an estimate without collisions between molecules is enough. Molecules of mass $m$ arrive at the rate $p/\sqrt{2\pi mk_BT}$ per area, with $p$ the pressure and $k_B$ the Boltzmann constant. If they arrive without mean sideways motion and leave with the velocity of the surface, each removes $m$ times that velocity, so

$$
r=p\sqrt{\frac{m}{2\pi k_BT}} .
\tag{42}
$$

For nitrogen at 1 Torr and 373 K this is 0.16 Pa s/m, and (38) gives $\Gamma_{\text{gas}}=0.029$ Hz for one exposed face. The product of $\omega_0$ and the collision time is 3.8, so neglecting collisions is a rough approximation. This damping is 77 times the loss of the 10 nm film. At constant pressure it is a steady background, which the film changes by only $8\times10^{-7}$ Hz according to (40). A pressure change of 1 %, however, shifts the half bandwidth by $3\times10^{-4}$ Hz, about three quarters of the loss of that film. In a process with gas pulses, bandwidths of such thin films should be taken at equal pressure and temperature, or corrected for the differences, before they are compared. The numerical output lists the remaining values for this example.

## Calculated quantities

```
spectral elements: film loss exponent 2.999
spectral elements: film loss / cubic formula 0.9956
spectral elements: largest deviation from linear stress 0.09 %
spectral elements: interface loss exponent 1.997
spectral elements: crystal-loss change / (-mu Gamma0) 0.9984
quartz: f0 5.0 MHz, density 2650 kg/m3, modulus 29 GPa
quartz: impedance 8.7664e+06 kg/(m2 s), areal mass 0.8766 kg/m2
quartz: plate thickness 330.8 um
film: density 1000 kg/m3, G' 2.0 MPa, G'' 1.0 MPa
film: J' 0.40 1/MPa, J'' 0.20 1/MPa
cubic coefficient Gamma/d^3: 3.753e-07 Hz/nm3
d 1 nm: mu 1.141e-06, shift -5.7036 Hz
   half bandwidth 3.753e-07 Hz, cubic law 3.753e-07 Hz
   D 1.501e-13, mass error -1.009 ppm
d 10 nm: mu 1.141e-05, shift -57.0360 Hz
   half bandwidth 3.753e-04 Hz, cubic law 3.753e-04 Hz
   D 1.501e-10, mass error 1.752 ppm
d 100 nm: mu 1.141e-04, shift -571.0447 Hz
   half bandwidth 3.763e-01 Hz, cubic law 3.753e-01 Hz
   D 1.505e-07, mass error 1202.803 ppm
d 1000 nm: mu 1.141e-03, shift -6534.8794 Hz
   half bandwidth 5.216e+02 Hz, cubic law 3.753e+02 Hz
   D 2.089e-04, mass error 145749.059 ppm
thickness for 1 % viscoelastic mass error: 276 nm
exact total mass error at that thickness: 0.976 %
elastic modulus for 1 % mass error at 1 nm: 32.9 Pa
thickness where the two mass errors cancel: 8.67 nm
thickness for 0.1 Hz half bandwidth: 64.3 nm
crystal: quality factor 1e+05, bare half bandwidth 25.0 Hz
crystal-loss change at 10 nm: -2.852e-04 Hz
crystal-loss change equals film loss in size at 8.72 nm
interface: thickness 0.3 nm, compliance as film
interface loss at 1 nm: 3.378e-07 Hz
interface loss at 10 nm: 3.378e-05 Hz
interface and film loss equal at 0.9 nm
gas: nitrogen, 1 Torr, 373 K
gas drag coefficient: 0.1598 Pa s/m
gas: w0 times collision time 3.76
gas half bandwidth: 0.0290 Hz
film-induced change of gas damping at 10 nm: 8.14e-07 Hz
crystal cubic temperature coefficient (rough): 1e-10 1/K3
temperature drift at 373 K: 8.44 Hz/K
drift as apparent film thickness: 1.48 nm/K
```
